# The Kane Exponent for Direct Interband Tunnelling from Two-Band Imaginary Dispersion

**Q.** A strong field in a tunnel diode or a transistor channel is said to carry electrons from the valence band to the conduction band through the gap. There are no states in the gap. What does the electron tunnel through, and which mass does it have there?

**A.** Both questions need a Hamiltonian that contains the two bands together. Near a direct gap $E_g$, with wavevector $k$ along the field and energy measured from midgap, take

$$H(k)=\frac{\hbar^2k^2}{2M}+\frac{E_g}{2}\sigma_z+\hbar v k\,\sigma_x .$$

The Pauli matrices act on the pair of band-edge states, $v>0$ is the interband velocity, and the first term, common to both bands, allows unequal masses; $M$ may have either sign or be infinite. Remote bands enter only through these parameters.

Since $\sigma_z$ and $\sigma_x$ anticommute, the square of the last two terms is $E_g^2/4+\hbar^2v^2k^2$ times the unit matrix. Hence

$$E_\pm(k)=\frac{\hbar^2k^2}{2M}\pm\sqrt{\frac{E_g^2}{4}+\hbar^2v^2k^2}.$$

For small $k$ the root is $E_g/2+\hbar^2v^2k^2/E_g$. Comparing with $E_+\simeq E_g/2+\hbar^2k^2/2m_c$ and $E_-\simeq-E_g/2-\hbar^2k^2/2m_v$ gives

$$\frac1{m_c}=\frac1M+\frac{2v^2}{E_g},\qquad \frac1{m_v}=-\frac1M+\frac{2v^2}{E_g}.$$

Both masses are taken positive. In the sum $M$ drops out:

$$\frac1{m_r}\equiv\frac1{m_c}+\frac1{m_v}=\frac{4v^2}{E_g},\qquad v=\frac12\sqrt{\frac{E_g}{m_r}} .$$

**Q.** That describes allowed energies. What happens inside the gap?

**A.** The wave becomes evanescent. Put $k=i\kappa$ with $\kappa>0$, so that $e^{ikx}=e^{-\kappa x}$:

$$E_\pm(i\kappa)=-\frac{\hbar^2\kappa^2}{2M}\pm S,\qquad S=\sqrt{\frac{E_g^2}{4}-\hbar^2v^2\kappa^2}.$$

The two branches start at the band edges and meet where $S=0$, at

$$\kappa_0=\frac{E_g}{2\hbar v},\qquad E_b=-\frac{\hbar^2\kappa_0^2}{2M}.$$

So the valence and conduction bands are joined through imaginary wavevector, and this connection is the tunnelling path.

**Q.** Could a branch turn back, so that one energy had several decay constants?

**A.** Differentiate, using $dS/d\kappa=-\hbar^2v^2\kappa/S$:

$$\frac{dE_-}{d\kappa}=\hbar^2\kappa\left(\frac{v^2}{S}-\frac1M\right),\qquad
\frac{dE_+}{d\kappa}=-\hbar^2\kappa\left(\frac{v^2}{S}+\frac1M\right).$$

Because $S\le E_g/2$, we have $v^2/S\ge2v^2/E_g$. The first bracket is therefore at least $1/m_v$ and the second at least $1/m_c$. The lower branch rises and the upper branch falls, so each gap energy has one decay constant on the loop.

For finite $M$ the secular equation is quadratic in $k^2$ and has a second root, with real $k$. It arises because the common term eventually bends one band back through the gap energies. This turn-back is an artefact of the expansion about the band edge, and the root is discarded. For $m_v>m_c$ put $\alpha=(m_v-m_c)/[2(m_c+m_v)]$. At the valence edge the root has $k^2=(1-2\alpha)\kappa_0^2/\alpha^2$, and the valence band turns back at a depth $(E_g/2)(1-2\alpha)^2/(4\alpha)$ below its edge. For $E_g=0.5$ eV and masses in the ratio $2:3$ this means $k\approx9\kappa_0$ and 0.4 eV, far from the loop. For the ratio $1:4$ it means $k\approx2\kappa_0$ and only 33 meV. The model therefore describes real bands only when the two masses are comparable.

**Q.** Now switch on the field. Why may a dispersion calculated without it still be used?

**A.** Let the potential energy be $V(x)=qFx$ with $q,F>0$, and set the total energy to zero. The local band energy is then $\varepsilon(x)=-qFx$. On the left the electron is in the conduction band, on the right in the valence band, and between them lies a forbidden region of length $E_g/(qF)$. The reverse process has the same probability, since a unitary two-state evolution has equal probabilities for the two changes of band.

Write the two-component wave as $\psi=e^{i\phi(x)}\chi(x)$, with $\chi$ slowly varying. At leading order the derivative acts on the phase alone, and the wave equation becomes $H(\phi')\chi=\varepsilon(x)\chi$. A nonzero $\chi$ requires $\phi'$ to be a root of the field-free secular equation at the local energy. In the gap $\phi'=i\kappa(\varepsilon(x))$, so the amplitude falls as $\exp(-\int\kappa\,dx)$. The probability is its square, $e^{-W}$ apart from a prefactor, with

$$W=2\int\kappa\,dx=\frac{2}{qF}\int_{-E_g/2}^{E_g/2}\kappa(\varepsilon)\,d\varepsilon .$$

The last form uses $|d\varepsilon|=qF\,|dx|$. This is a weak-field argument: it needs $W\gg1$ and leaves the prefactor open.

**Q.** With unequal masses $\kappa(\varepsilon)$ is an awkward function. Must we solve for it?

**A.** No. The integral is the area enclosed by the loop, and the area can be sliced along the other axis. Integrate each branch by parts:

$$\int_{-E_g/2}^{E_b}\kappa\,d\varepsilon=\int_0^{\kappa_0}\kappa\frac{dE_-}{d\kappa}d\kappa=\kappa_0E_b-\int_0^{\kappa_0}E_-\,d\kappa,$$

$$\int_{E_b}^{E_g/2}\kappa\,d\varepsilon=\int_{\kappa_0}^{0}\kappa\frac{dE_+}{d\kappa}d\kappa=-\kappa_0E_b+\int_0^{\kappa_0}E_+\,d\kappa .$$

In the sum the boundary terms cancel. In the difference $E_+-E_-=2S$ the common term cancels too. With $\kappa=\kappa_0\sin\theta$ we have $S=(E_g/2)\cos\theta$, and

$$\int\kappa\,d\varepsilon=2\int_0^{\kappa_0}S\,d\kappa
=E_g\kappa_0\int_0^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi}{4}E_g\kappa_0 .$$

Multiply by $2/(qF)$, insert $\kappa_0=E_g/(2\hbar v)$, and then $v=\frac12\sqrt{E_g/m_r}$:

$$W=\frac{\pi E_g^2}{4\hbar v\,qF}=\frac{\pi\,m_r^{1/2}E_g^{3/2}}{2\hbar\,qF}.$$

This is Kane's exponent. The mass in it is the reduced mass, even when the two edge masses differ.

**Q.** Show me that in numbers.

**A.** Take round model parameters: $E_g=0.5$ eV, $m_c=0.04\,m_0$, $m_v=0.06\,m_0$, where $m_0$ is the free-electron mass, and $F=5\times10^7$ V/m. Then

$$\frac{m_r}{m_0}=\frac{0.04\times0.06}{0.04+0.06}=0.024 .$$

The velocity is $v=9.57\times10^5$ m/s and the largest decay constant is $\kappa_0=0.397$ nm$^{-1}$. It occurs at $-0.025$ eV, displaced from midgap towards the valence band because $M>0$. The area result says that the mean decay constant is $(\pi/4)\kappa_0=0.312$ nm$^{-1}$. The forbidden length is $0.5\ \text{eV}/(0.05\ \text{eV/nm})=10$ nm, so

$$W=2\times0.3117\times10=6.23,\qquad e^{-W}=1.96\times10^{-3}.$$

A separate test found $\kappa(\varepsilon)$ from the roots of the secular determinant and integrated it for the mass pairs $(0.04,0.06)$, $(0.03,0.12)$ and $(0.048,0.048)$ in units of $m_0$. All three have $m_r=0.024\,m_0$, and all give $W=6.23353$. The loops have different shapes but equal areas.

**Q.** I could have used a triangular barrier of height $E_g$ with the conduction mass. What would be wrong with that?

**A.** It follows one band away from its edge and never learns that another band is waiting. With depth $\eta$ below the conduction edge, that model has $\kappa=\sqrt{2m_c\eta}/\hbar$, and

$$W_{\rm par}=\frac{2}{qF}\int_0^{E_g}\frac{\sqrt{2m_c\eta}}{\hbar}\,d\eta
=\frac{4\sqrt{2m_c}\,E_g^{3/2}}{3\hbar qF}.$$

Compare the two-band result for equal masses $m_c=m_v=m^*$. Then $M=\infty$, $v^2=E_g/(2m^*)$ and $\varepsilon=E_g/2-\eta$, so

$$\kappa^2=\frac{E_g^2/4-\varepsilon^2}{\hbar^2v^2}=\frac{\eta(E_g-\eta)}{\hbar^2v^2}
=\frac{2m^*\eta}{\hbar^2}\left(1-\frac{\eta}{E_g}\right).$$

The bracket is the effect of the valence band. It brings $\kappa$ back to zero at the far edge, where the one-band value is largest. In the example the one-band exponent is 9.66 instead of 6.23, which makes the probability factor smaller by $e^{9.66-6.23}\approx31$.

**Q.** Electrons also move sideways. Does transverse motion merely change the prefactor?

**A.** It changes the exponent. Suppose that the coupling is isotropic in the plane of $k$ and one transverse wavevector $k_\perp$, namely $\hbar v(k\sigma_x+k_\perp\sigma_y)$. The matrix $\sigma_y$ anticommutes with the other two, so its square is added under the root:

$$\frac{E_g^2}{4}\ \longrightarrow\ \frac{E_g^2}{4}+\hbar^2v^2k_\perp^2 .$$

A common energy $\hbar^2k_\perp^2/2M$ shifts both bands equally and, in a uniform field, only moves the place of tunnelling. The replacement must be made in the form of $W$ that contains $v$, because $v$ is what stays fixed:

$$W(k_\perp)=\frac{\pi(E_g^2/4+\hbar^2v^2k_\perp^2)}{\hbar v\,qF}=W+\frac{\pi\hbar v k_\perp^2}{qF}.$$

For $k_\perp=0.1$ nm$^{-1}$ the added exponent is 0.396, and the probability falls from $1.96\times10^{-3}$ to $1.32\times10^{-3}$. It falls by a factor $e$ at $k_\perp=\sqrt{qF/(\pi\hbar v)}=0.159$ nm$^{-1}$. The field thus favours electrons with a small transverse wavevector, and the selection weakens as $F$ grows.

**Q.** You admitted that the prefactor is open. It might depend on the field and spoil any use of the exponent.

**A.** Within the two-band model it can be found. In the $k$ representation $x=i\partial_k$, so the wave equation in the field is

$$i\hbar\,\partial_t\psi=H(k)\psi+iqF\,\partial_k\psi .$$

Moving the last term to the left shows that $\psi$ evolves under $H(k)$ along the line $\hbar\,dk/dt=-qF$. Each electron is swept through the gap region in $k$. The common term in $H$ multiplies both components by the same phase and has no effect on the probabilities.

Let $u=-k/\kappa_0$, which increases with time. The Hamiltonian without the common term is $(E_g/2)(\sigma_z-u\sigma_x)$, and a constant change of basis by $\sigma_z$ reverses the sign of $\sigma_x$. Since $dt=(\hbar\kappa_0/qF)\,du$,

$$i\frac{d\psi}{du}=\delta(\sigma_z+u\sigma_x)\psi,\qquad
\delta=\frac{\kappa_0E_g}{2qF}=\frac{E_g^2}{4\hbar v\,qF}=\frac W\pi .$$

In the basis where $\sigma_x$ is diagonal the components obey

$$ia'=\delta(ua+b),\qquad ib'=\delta(a-ub).$$

The first equation gives $b=ia'/\delta-ua$. Inserted in the second, it yields

$$-\frac{a''}{\delta}-ia-iua'=\delta a-iua'+\delta u^2a,$$

or

$$a''+\left[\delta^2(1+u^2)+i\delta\right]a=0 .$$

**Q.** How does this give a probability without a table of special functions?

**A.** By its behaviour at large $|u|$. Try $a\simeq e^{-i\delta u^2/2}u^\nu$. Then

$$\frac{a''}{a}\simeq-\delta^2u^2-2i\delta\nu-i\delta ,$$

and the equation requires $-2i\delta\nu+\delta^2=0$, hence $\nu=-i\delta/2$. The other solution, $e^{+i\delta u^2/2}u^{-1+i\delta/2}$, follows in the same way and vanishes as $1/|u|$ on the real axis.

Start at $u\to-\infty$ with the first solution alone. State $a$ has energy proportional to $+u$: it is the lower band at the start and the upper band at the end. Remaining in $a$ therefore means changing band.

The differential equation has polynomial coefficients, so $a$ is analytic everywhere, and we may go from $\arg u=\pi$ to $\arg u=0$ along a large upper semicircle. On the first quarter the starting solution is the exponentially small one, and it keeps its form there and into the next quarter. On that second quarter it is the large one, so any admixture of the other solution cannot alter its coefficient. The Gaussian factor has modulus one at both ends. The power has modulus $|u^{-i\delta/2}|=e^{\delta\arg u/2}$. Consequently

$$\left|\frac{a(+\infty)}{a(-\infty)}\right|=e^{-\pi\delta/2},\qquad P=e^{-\pi\delta}=e^{-W}.$$

The prefactor is one for a sweep of unlimited length, and this derivation did not assume a weak field. At the field of the example the sweep must reach several $\kappa_0$ on each side before this limit is approached, so the model must remain valid over that range of $k$, which again requires comparable masses. As $F\to0$, $P\to0$ and the electron stays in its band. As $F\to\infty$, or as $E_g\to0$ at fixed $v$, $P\to1$: the state is carried through the crossing before the gap can mix its components.

**Q.** A sweep in $k$ is not a junction. Does real-space transmission agree?

**A.** The stationary two-component equation was solved across a long linear potential with $M=\infty$ and the same $v$, for a wave incident in the conduction band and transmitted into the valence band. The total potential drop was much larger than the gap, to keep reflections from the ends of the field region small.

| $F$ (V/m) | $e^{-W}$ | transmission |
|---|---|---|
| $2.5\times10^7$ | $3.851\times10^{-6}$ | $3.852\times10^{-6}$ |
| $5\times10^7$ | $1.963\times10^{-3}$ | $1.963\times10^{-3}$ |
| $1\times10^8$ | $4.430\times10^{-2}$ | $4.429\times10^{-2}$ |

The tests require agreement within 0.1% of $e^{-W}$, also at $k_\perp=0.1$ nm$^{-1}$. A finite sweep in $k$ at the middle field gives $1.962\times10^{-3}$. More digits are in the numerical output.

**Q.** I have seen Kane's interband probability written with a factor $\pi^2/9$. You have one. Who is right?

**A.** They answer different questions. The factor $\pi^2/9$ is the weak-field limit of first-order perturbation theory in the coupling between the instantaneous bands. The eigenvectors of $\sigma_z+u\sigma_x$ turn through half the angle $\theta=\arctan u$, so the coupling is $\theta'/2=1/[2(1+u^2)]$. The band separation is $2\delta\sqrt{1+u^2}$ in the units of the sweep. With $u=\sinh s$ the first-order amplitude is, up to a phase,

$$A=\frac12\int_{-\infty}^{\infty}\frac{ds}{\cosh s}\,
\exp\!\left[i\delta\left(s+\tfrac12\sinh2s\right)\right].$$

Raise the contour towards the point $s=i\pi/2$, where the bands meet, and write $s=i\pi/2+\sigma$. Then $\cosh s=i\sinh\sigma\simeq i\sigma$, while $\sinh2s=-\sinh2\sigma$ makes the exponent

$$-\frac{\pi\delta}{2}+i\delta\left(\sigma-\tfrac12\sinh2\sigma\right)\simeq-\frac{\pi\delta}{2}-\frac{2i\delta\sigma^3}{3}.$$

For large $\delta$ this neighbourhood dominates:

$$A\simeq e^{-\pi\delta/2}\,\frac1{2i}\int\frac{d\sigma}{\sigma}\,e^{-2i\delta\sigma^3/3}.$$

The path passes below $\sigma=0$. Let it come in along $\arg\sigma=-5\pi/6$ and leave along $\arg\sigma=-\pi/6$; on both rays the exponential is $e^{-2\delta|\sigma|^3/3}$. The ray integrals cancel, being equal and traversed in opposite senses. The small arc between them turns through $2\pi/3$ and contributes $2\pi i/3$. Thus $A\to(\pi/3)e^{-\pi\delta/2}$, and the first-order probability tends to $(\pi^2/9)e^{-W}$.

**Q.** If the transition is so improbable, why is first order not enough?

**A.** The coupling is not small near the complex point where the bands meet. Since the full prefactor is one, the higher orders must together supply a correction with the same exponential factor. A small probability does not by itself justify stopping at first order.

The first-order prefactor is 1.173, 1.116 and 1.102 at $\delta=8$, 64 and 512, approaching $\pi^2/9=1.097$. The important $|\sigma|$ is of order $\delta^{-1/3}$. The neglected terms, $\sigma^2$ relative to the leading coupling and $\delta\sigma^5$ in the exponent, are both of order $\delta^{-2/3}$. An eightfold increase in $\delta$ should therefore reduce the deviation about fourfold, as it does between the last two values. In the worked example $\delta=1.98$ and the first-order prefactor is 1.27, so the limiting value is not yet reached.

**Q.** When should I refuse to use $e^{-W}$ for a real channel?

**A.** First, when the lowest gap is indirect, as in bulk silicon and germanium. Tunnelling across that gap needs a change of crystal momentum, from phonons or another scatterer, which this Hamiltonian lacks. The formula can describe the direct path in germanium, but with the larger direct gap and its own reduced mass. Many III-V channels have a direct lowest gap and are closer to the model. There $m_v$ is the mass of the valence band coupled to the conduction band along the field, the light hole; the heavy-hole mass would overestimate $W$.

Second, when the field changes appreciably over $E_g/(qF)$, 10 nm in the example. At leading order in a slowly varying potential, the field must then stay inside the integral:

$$W=\frac2q\int_{-E_g/2}^{E_g/2}\frac{\kappa(\varepsilon)}{F(\varepsilon)}\,d\varepsilon ,$$

where $F(\varepsilon)$ is the field at the point with local energy $\varepsilon$. If the potential drop does not bring the two bands into overlap, there is no final state at the same energy.

Third, when band-edge tails, defect levels or loss of coherence offer other paths, or when remote bands alter the imaginary dispersion substantially.

**Q.** And if confinement in a thin channel raises the gap slightly?

**A.** State what is held fixed. At fixed $m_r$, $W\propto E_g^{3/2}$. At fixed $v$ the reduced mass grows with the gap, $m_r=E_g/(4v^2)$, and $W\propto E_g^2$. If confinement acts as the transverse wavevector did above, $v$ is the fixed quantity. A 10% larger gap then multiplies $W$ by 1.21, from 6.23 to 7.54, and reduces the probability to $e^{-1.31}\approx0.27$ of its former value. A 10% error in the gap therefore matters far more here than the difference between the prefactors one and $\pi^2/9$.

## Numbers as computed

```
gap Eg = 0.500 eV
conduction mass m_c = 0.040 m0
valence mass m_v = 0.060 m0
reduced mass m_r = 0.0240 m0
field F = 5.00e+07 V/m
interband velocity v = 9.5711e+05 m/s
largest decay constant kappa0 = 0.3968 nm^-1
mean decay constant = 0.3117 nm^-1
energy of largest decay, from midgap = -0.0250 eV
tunnelling length Eg/(qF) = 10.000 nm
delta = 1.9842 (dimensionless)
Kane exponent W = 6.2335 (dimensionless)
characteristic field W*F = 3.1168e+08 V/m
loop action, masses 0.040, 0.060 m0: 6.233530
loop action, masses 0.030, 0.120 m0: 6.233530
loop action, masses 0.048, 0.048 m0: 6.233530
F = 2.50e+07 V/m: W = 12.4671
  exp(-W) = 3.85146e-06
  real-space transmission = 3.85158e-06
F = 5.00e+07 V/m: W = 6.2335
  exp(-W) = 1.96251e-03
  real-space transmission = 1.96264e-03
F = 1.00e+08 V/m: W = 3.1168
  exp(-W) = 4.43003e-02
  real-space transmission = 4.42949e-02
k-sweep probability at F = 5.0e+07 V/m: 1.96177e-03
transverse wavevector = 0.100 nm^-1
added exponent = 0.3958 (dimensionless)
formula probability with it = 1.32101e-03
real-space transmission with it = 1.32108e-03
transverse 1/e wavevector = 0.1589 nm^-1
first-order prefactor, delta = 8: 1.17262
first-order prefactor, delta = 64: 1.11646
first-order prefactor, delta = 512: 1.10163
first-order limit pi^2/9 = 1.09662
first-order prefactor in example = 1.27250
one-band parabolic exponent with m_c = 9.6603
its probability factor = 6.3763e-05
Kane factor / parabolic factor = 30.78
```
